\section*{Choosing an averaging rule for diffusion along random honeycomb grain boundaries}

\section{What the averaging setting decides}

Suppose that electronic-structure calculations have supplied diffusivities for two kinds of grain boundary, and a film contains both. If the two values are averaged by their fractions, the result ignores whether the fast boundaries connect. If they are averaged by effective-medium theory, connectivity enters, but the theory puts the connection threshold in the wrong place. For the film treated below, with two thirds of its boundaries fast, the fraction average is about $0.67$ of the all-fast value, effective-medium theory gives $0.044$, and a direct solution of the network gives $0.060$.

The setting discussed here is therefore the rule that turns single-boundary diffusivities into a film diffusivity: a closed effective-medium formula, or an explicit network solution. It belongs to the step after the electronic-structure calculation. Better barriers do not repair a poor choice at this step.

\section{The model and its diffusion regime}

The grains are hexagonal columns of side $a$, seen from above as a honeycomb. Boundaries have width $\delta\ll a$. Each is independently fast, with probability $p$ and diffusivity $D_1$, or slow, with diffusivity $D_2=hD_1$. Both kinds have the same equilibrium concentration, so concentration is continuous at junctions.

Harrison's regimes compare the lattice diffusion depth $\sqrt{D_\ell t}$ with the two lengths of the structure. In type A it exceeds the grain size, in type B it lies between $\delta$ and the grain size, and in type C it is smaller than $\delta$. We take type C: the grains take up almost nothing. In the steady state the flux along a boundary, per unit film thickness, is
\begin{equation}
I=g(c_A-c_B),\qquad g=\frac{D\delta}{a},
\end{equation}
and fluxes balance at every junction. These are Kirchhoff's equations with concentration as potential.

For a uniform network, let the macroscopic concentration fall by $\mathbf E$ per unit length. The three bond directions $\hat{\mathbf r}_k$ at a junction are $120^\circ$ apart, so
\begin{equation}
\sum_k\hat{\mathbf r}_k=0,\qquad
\sum_k\hat{\mathbf r}_k(\hat{\mathbf r}_k\cdot\mathbf E)=\tfrac32\mathbf E .
\end{equation}
The first relation shows that linear drops $a\,\mathbf E\cdot\hat{\mathbf r}_k$ already satisfy Kirchhoff's law. A hexagon has area $3\sqrt3a^2/2$ and owns three bonds, since each of its six sides is shared. The macroscopic flux density is the sum of bond flux times bond vector, per area:
\begin{equation}
\mathbf J=\frac{1}{3\sqrt3a^2/2}\sum_k g\,a(\mathbf E\cdot\hat{\mathbf r}_k)\,a\hat{\mathbf r}_k
=\frac{g}{\sqrt3}\mathbf E .
\end{equation}
For a random network we define $G$ as the bond conductance of the uniform honeycomb with the same macroscopic conductivity. Then
\begin{equation}
D_{\rm eff}=\frac{G}{\sqrt3},\qquad
f=\frac{3a\delta}{3\sqrt3a^2/2}=\frac{2\delta}{\sqrt3a},
\label{eq:film}
\end{equation}
where $f$ is the boundary area fraction. With all boundaries alike, $D_{\rm eff}=fD/2$; the factor $1/2$ is the price of the bond directions.

The film diffusivity is not the rate at which a profile spreads. Only the fraction $f$ stores material, so $f\,\partial_tc=D_{\rm eff}\nabla^2c$ and the apparent diffusivity is $D_{\rm app}=D_{\rm eff}/f$. In the opposite storage limit the grains fill locally while long-range transport still follows the boundaries. The storage fraction is then one, and the apparent diffusivity falls to $D_{\rm eff}$ itself. This second case also requires $D_\ell\ll D_2\delta/a$, so that the grains do not bypass slow boundaries.

\section{The explicit network option}

Take a periodic network with $N$ nodes and $N_b$ bonds, and set $a=1$. Each bond joins an $A$ node to a $B$ node. Its drop is the imposed part plus a periodic correction,
\begin{equation}
d_e=F_e+\phi_A-\phi_B,\qquad F_e=\mathbf E\cdot\hat{\mathbf r}_e,
\qquad d=F+M\phi .
\end{equation}
The incidence matrix $M$ has $+1$ at the $A$ node and $-1$ at the $B$ node of each bond. With $C$ the diagonal matrix of conductances, flux balance reads
\begin{equation}
M^TCd=0\quad\Longrightarrow\quad M^TCM\phi=-M^TCF .
\label{eq:kirchhoff}
\end{equation}
Adding a constant to $\phi$ changes nothing, so one node is fixed at zero and its equation dropped. That equation still holds, because the node equations sum to zero. For $h>0$ the network is connected, and the reduced matrix is positive definite.

The effective conductance follows from the quadratic sum
\begin{equation}
P=d^TCd=F^TCd+\phi^TM^TCd=F^TCd ,
\label{eq:power}
\end{equation}
which is the macroscopic flux density times $\mathbf E$ times the area. In a uniform network, adding $P$ for two perpendicular unit fields gives $g\sum_e|\hat{\mathbf r}_e|^2=gN_b$. Hence
\begin{equation}
G=\frac{P_x+P_y}{N_b}.
\end{equation}
This averages the two directions of a finite sample.

A case solvable by hand tests the procedure. Give the three bond directions conductances $g_1,g_2,g_3$, with sum $S$. The correction $\phi_A-\phi_B$ is the same in every cell, and flux balance makes it $-\sum_kg_k\mathbf E\cdot\hat{\mathbf r}_k/S$. Summed over both fields, the power per cell is
\begin{align}
P_{\rm cell}&=S-\frac{|\sum_kg_k\hat{\mathbf r}_k|^2}{S}
=\frac{S^2-\sum_kg_k^2+\sum_{k<l}g_kg_l}{S}\nonumber\\
&=\frac{3\sum_{k<l}g_kg_l}{S},
\end{align}
because $\hat{\mathbf r}_k\cdot\hat{\mathbf r}_l=-1/2$ and $S^2=\sum g_k^2+2\sum_{k<l}g_kg_l$. Dividing by three bonds, conductances $1,2,5$ give $17/8=2.125$. The sparse solution gives $2.125000$.

\section{The effective-medium option}

\subsection{Resistance seen by one bond}

In a connected network let $K=M^TCM$, let $K^+$ be its pseudoinverse, and let $m_e$ be row $e$ of $M$. The resistance between the ends of bond $e$ is $R_e=m_eK^+m_e^T$. Therefore
\begin{equation}
\sum_eg_eR_e=\operatorname{tr}(CMK^+M^T)=\operatorname{tr}(K^+K)=N-1,
\end{equation}
since $K$ has one zero mode. In a uniform periodic honeycomb of $n\times n$ cells, translations and threefold rotation make all bonds equivalent. With $N=2n^2$ and $N_b=3n^2$,
\begin{equation}
R=\frac{2n^2-1}{3n^2G}\longrightarrow\frac{2}{3G}.
\end{equation}
For $n=48$ and $G=1$, a direct solution gives $0.666522$, which includes the small finite-size term. Since $1/R=3G/2$ and the bond itself supplies $G$, the rest of the network supplies $G/2$.

\subsection{One altered bond}

Let a bond with original drop $V_0$ change from $G$ to $g$. Its current is $gV=GV+(g-G)V$. The last term acts on the uniform network as an extra current taken out at one end and put in at the other, which lowers the drop by $R(g-G)V$. Thus
\begin{align}
V&=V_0-\frac{2(g-G)}{3G}V,\nonumber\\
V&=V_0\frac{3G/2}{g+G/2},\qquad
V-V_0=V_0\frac{G-g}{g+G/2}.
\label{eq:drop}
\end{align}
For $G=V_0=1$ and $g=0.2$ the formula gives $V=2.14286$; the solution with $n=48$ gives $2.14233$.

\subsection{Self-consistency}

Kirkpatrick's theory embeds each actual bond in the uniform medium and chooses $G$ so that the mean excess drop vanishes:
\begin{equation}
p\frac{G-g_1}{g_1+G/2}+(1-p)\frac{G-g_2}{g_2+G/2}=0 .
\end{equation}
This is the approximation. The surroundings of a bond no longer know which of its neighbours are fast. Multiplying by both denominators gives
\begin{align}
0&=p(G-g_1)(g_2+G/2)+(1-p)(G-g_2)(g_1+G/2)\nonumber\\
&=\tfrac12G^2+G\left[p\left(g_2-\tfrac12g_1\right)
+(1-p)\left(g_1-\tfrac12g_2\right)\right]-g_1g_2 .
\end{align}
Collecting the bracket and doubling,
\begin{equation}
G^2+bG-2g_1g_2=0,\qquad b=g_1(2-3p)+g_2(3p-1).
\label{eq:emt}
\end{equation}
The product of the roots is negative, so there is one positive root,
\begin{equation}
G=\frac{-b+\sqrt{b^2+8g_1g_2}}{2}.
\end{equation}
It equals $g_2$ at $p=0$ and $g_1$ at $p=1$. Its limits for $g_2\ll g_1$ show what the theory assumes about connection:
\begin{equation}
G\simeq
\begin{cases}
2g_2/(2-3p), & p<2/3,\\
\sqrt{2g_1g_2}, & p=2/3,\\
g_1(3p-2), & p>2/3.
\end{cases}
\label{eq:limits}
\end{equation}
Below $2/3$ the slow boundaries control the film, above it the fast ones do, and at $2/3$ both enter equally. The first and third forms hold at fixed distance from $2/3$ as $g_2/g_1\to0$.

The theory has the correct initial slope when a few bonds are removed. Let $C_0,d_0$ describe the uniform network and $C,d$ the altered one. By the argument of Eq.~\eqref{eq:power}, $d_0^TC_0d=P_0$ and $d_0^TCd=P$. Subtraction leaves the altered bond alone:
\begin{equation}
P-P_0=(g-G)V_0V .
\end{equation}
For $g=0$, Eq.~\eqref{eq:drop} gives $V=3V_0$. Since $V_0^2$ sums to one over the two unit fields, $N_b\,\Delta G=-3G$. Removing a small fraction $1-p$ of bonds therefore lowers $G/g_1$ by $3(1-p)$, in agreement with $3p-2$. The finite network gives a slope of $2.9987$.

\section{Where the fast boundaries really connect}

Draw the triangular lattice dual to the honeycomb, and open a dual bond when the honeycomb bond it crosses is closed. If honeycomb bonds are open with probability $1-q$, dual bonds are open with probability $q$. We assume a single transition, at which connection passes from one lattice to the other.

A triangular lattice also arises by replacing each three-bond star around an $A$ node with a triangle joining its three $B$ neighbours. Let star bonds be open with probability $1-q$ and triangle bonds with probability $q$. A given pair of terminals, and no third, is joined with probability $(1-q)^2q$ in both. No terminals are joined with probabilities
\begin{align}
\text{star:}&\quad q^3+3(1-q)q^2=3q^2-2q^3,\nonumber\\
\text{triangle:}&\quad(1-q)^3=1-3q+3q^2-q^3 .
\end{align}
These agree when
\begin{equation}
q^3-3q+1=0 .
\end{equation}
The probability that all three are joined then agrees too, because probabilities sum to one. At this $q$ the honeycomb and its dual have the same large-scale connections, which marks the transition. Put $q=2\sin\theta$. The equation becomes $8\sin^3\theta-6\sin\theta+1=0$, or $\sin3\theta=1/2$. The root between zero and one has $\theta=\pi/18$, so
\begin{equation}
p_c=1-2\sin(\pi/18)=0.6527 .
\end{equation}

The effective-medium value $2/3$ is $2.1\%$ too high relative to $p_c$. A separate test gave every bond a random mark and found the fraction at which open bonds first joined opposite sides of an $80\times80$-cell rhombus. The mean over 150 samples was $0.6535\pm0.0010$, consistent with $p_c$ and well below $2/3$. Between the two thresholds, a large network has a connected fast path although Eq.~\eqref{eq:emt} with $g_2=0$ gives no transport.

\section{How large the error is}

The networks below have $48\times48$ cells, hence 4608 nodes and 6912 bonds. The slow-to-fast ratio is held at $h=10^{-3}$. Each sample has a fixed number of fast bonds in random places, and the uncertainty is the standard error over samples.

\begin{center}
\begin{tabular}{cccc}
$p$ & network $G/g_1$ & theory $G/g_1$ & ratio\\
\hline
0.300 & $0.0018$ & 0.0018 & 1.02\\
0.500 & $0.0044$ & 0.0040 & 1.12\\
0.600 & $0.0131\pm0.0003$ & 0.0095 & 1.38\\
0.653 & $0.0396\pm0.0012$ & 0.0282 & 1.40\\
0.667 & $0.0603\pm0.0014$ & 0.0442 & 1.36\\
0.700 & $0.118\pm0.003$ & 0.116 & 1.01\\
0.800 & $0.387\pm0.003$ & 0.404 & 0.96\\
0.900 & $0.697\pm0.001$ & 0.701 & 0.99
\end{tabular}
\end{center}

Because $G$ rises steeply near the threshold, a threshold error of $2\%$ can become a conductance error many times larger. The shift is not the whole story: moving the theory's threshold to $p_c$, by raising $p$ in the formula by $2/3-p_c$, would give $0.070$ at $p=2/3$, above the network's $0.060$. The shape of the theory's curve is also wrong there. The close agreement at $p=0.7$ should not be read as accuracy near threshold. The theory is too low at $0.667$ and too high at $0.8$, so the curves cross in between.

At $p=2/3$ the network value is $0.065\pm0.002$ for 24 cells per side, $0.060\pm0.001$ for 48 and $0.059\pm0.002$ for 96. The last shift, $-1.6\%$, is within the sampling error. The smallest network appears somewhat high, so size should be checked before many samples are spent on one size.

\section{A copper film near 500 K}

Consider a capped columnar copper film with rough typical parameters: $a=100$ nm, $\delta=0.5$ nm, thickness $H=200$ nm, $D_1=10^{-10}$ and $D_2=10^{-13}$ cm$^2$/s, and $D_\ell=10^{-22}$ cm$^2$/s. Take $p=2/3$. In units of $g_1$, Eq.~\eqref{eq:emt} has $b=0.001$, and
\begin{equation}
G=\frac{-0.001+\sqrt{0.001^2+0.008}}{2}=0.0442 .
\end{equation}
The all-fast film would have
\begin{equation}
\frac{D_1\delta}{\sqrt3a}=\frac{10^{-10}\times0.5}{\sqrt3\times100}
=2.89\times10^{-13}\ \text{cm}^2/\text{s}.
\end{equation}
Multiplication by $0.0603$ gives the network result $D_{\rm eff}=1.74\times10^{-14}$ cm$^2$/s, or $1.74\times10^{-18}$ m$^2$/s. Effective-medium theory gives $1.28\times10^{-14}$ cm$^2$/s, which is $27\%$ below the network value.

The regime must be checked at the time of use. With $f=0.00577$, $D_{\rm app}=3.0\times10^{-12}$ cm$^2$/s. Filling a lateral path $L=5$ $\mu$m takes a time of order $L^2/D_{\rm app}=23$ h. This path is only 50 boundary lengths, so the conductance of a single strip of comparable width scatters by roughly $20\%$ from sample to sample. Then $\sqrt{D_\ell t}=0.029$ nm and $\delta/(2\sqrt{D_\ell t})=8.7$, which supports type C; the number scales as $D_\ell^{-1/2}$, so doubling the assumed $D_\ell$ lowers it to about 6. The depth is less than an atomic spacing, so it signifies rare jumps into the grains, not a resolved profile.

A boundary held at concentration $c$ feeds each adjoining grain at the rate $c\sqrt{D_\ell/(\pi t)}$ per area, the surface flux of the half-space diffusion solution. Integration over time and two sides gives $4c\sqrt{D_\ell t/\pi}$. Relative to the boundary content $\delta c$ this is $0.13$. It is an upper estimate, since real boundary concentrations rise gradually. Direct lattice transport is about $6\times10^{-9}$ of the network transport.

The film faces can matter more than these corrections, even when they are slow. Two faces of width $\delta$ and diffusivity $D_f$ add $2\delta D_f/H$ to the film diffusivity, even before they bypass slow boundaries. If $D_f=D_2$, this parallel term is only $3\%$ of the network value, but the bypass is much larger. The two faces then conduct $\sqrt3$ times as well as an all-slow boundary network and bridge the fast clusters; coupled to the network at $p=2/3$, they raise $D_{\rm eff}$ by about $30\%$. If $D_f=D_1$, the parallel term alone is 29 times the network value. In real copper lines the interface with the cap can be a main diffusion path. The network result then describes the boundary contribution, not the whole film.

Independent boundary types are the next doubtful assumption. If a slow boundary separates grains of like orientation, two slow boundaries at a junction force the third to be slow. Assigning grains at random to three equal classes keeps $p=2/3$ but forbids junctions with exactly one fast boundary. The same solver then gives $G/g_1=0.182\pm0.002$, three times the independent value. Real misorientations obey this class rule only approximately.

Two other changes are smaller or easier to anticipate. Scattering boundary lengths uniformly between $0.5a$ and $1.5a$ in the resistances, with the network geometry held fixed, raises $G$ by about $3\%$. For temperature, assume a fast-boundary activation energy of $0.75$ eV and equal prefactors. The ratio $D_1/D_2=10^3$ at 500 K then implies $1.05$ eV for slow boundaries. In effective-medium theory, Eq.~\eqref{eq:limits} gives $D_{\rm eff}\propto\sqrt{D_1D_2}$ at $p=2/3$, so the activation energy is near their mean, $0.90$ eV. The network is already above its own threshold at this $p$. Fast boundaries therefore weigh more in it, and its activation energy is lower, about $0.84$ eV. Warming by 10 K multiplies the effective-medium result by $1.50$, somewhat more than the factor $1.36$ between the network and effective-medium values at this $p$.

\section{Choosing the setting}

For independent boundary types on a honeycomb with $h$ near $10^{-3}$, the following choices follow from the analysis.

\begin{itemize}
\item At $p=0.8$ and $0.9$, and at $p=0.3$, the formula was within about $4\%$ of the network. It suits screening there.
\item From about $p=0.5$ to just below $0.8$, solve the network. Average over samples and repeat with a larger cell.
\item Do not use $2/3$ as the fraction at which fast paths disappear. For this lattice and independent bonds, use $0.6527$.
\item If boundary types follow from grain orientations, assign orientations first and derive the bonds from them. The fast fraction alone does not fix $G$.
\item Before refining either option, establish the face diffusivity and check $\delta/(2\sqrt{D_\ell t})$ for the longest time of interest.
\end{itemize}

For another contrast $h$ the error must be measured again. As $h\to0$ at $p_c$, Eq.~\eqref{eq:limits} makes the theory's $G$ vanish in proportion to $g_2$, because it places $p_c$ on the disconnected side. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
Three-class conductance: solver 2.125000, formula 2.125000
Uniform bond resistance (fast-bond units): 0.666522
Altered bond g=0.2, drop: solver 2.14233, formula 2.14286
Initial dilution slope: 2.99870
Thresholds: EMT 0.666667, star-triangle 0.652704
EMT threshold excess: 2.14 %
Spanning threshold: 0.65354 +/- 0.00104
Spanning size and samples: 80, 150
Main network: size 48, nodes 4608, bonds 6912
Slow/fast conductance ratio: 1.0e-03
p, network G/g1, standard error, EMT G/g1, network/EMT
0.3000  0.00184  0.00000  0.00182  1.015
0.5000  0.00442  0.00002  0.00396  1.115
0.6000  0.01307  0.00026  0.00951  1.375
0.6527  0.03956  0.00123  0.02816  1.404
0.6667  0.06032  0.00142  0.04422  1.364
0.7000  0.11776  0.00279  0.11612  1.014
0.8000  0.38682  0.00279  0.40356  0.959
0.9000  0.69721  0.00094  0.70115  0.994
Samples per p: 24, except 60 at p=2/3
Size 24, p=2/3: G/g1 0.06505 +/- 0.00201
Size 96, p=2/3: G/g1 0.05935 +/- 0.00158
Shift from size 48 to 96: -1.6 %
Film edge, boundary width, thickness: 100, 0.5, 200 nm
Lateral path: 5 um; temperature: 500 K
Fast, slow, lattice D: 1.0e-10, 1.0e-13, 1.0e-22 cm2/s
Boundary area fraction: 0.00577
All-fast film D_eff: 2.887e-13 cm2/s
Film D_eff, network: 1.741e-14 cm2/s
Film D_eff, EMT: 1.277e-14 cm2/s
Apparent boundary-filling D: 3.016e-12 cm2/s
Filling time scale: 23.0 h
Lattice diffusion depth in that time: 0.0288 nm
Type C number width/(2 depth): 8.68
Upper estimate, grain uptake/boundary storage: 0.130
Direct lattice/network transport: 5.74e-09
Two faces/network, faces with slow D: 0.029
Two faces/network, faces with fast D: 28.7
Length scatter 0.5 to 1.5, G ratio: 1.033 +/- 0.003
Correlated types: fast fraction 0.6667
Correlated types: G/g1 0.1823 +/- 0.0023
Correlated/independent G: 3.02
Activation energies, fast and slow: 0.75, 1.048 eV
EMT D_eff factor for 10 K warmer: 1.504
\end{verbatim}
